Two-thirds scaling of Hartree levels in a depletion-free inversion layer, part 1

(Sections cited here and not found follow in the second part.)

PART 1. THE SCALED PROBLEM AND ITS GROUND STATE

1.1 The physical situation

A positive gate draws electrons to the surface of a semiconductor, where the oxide stops them. The field that holds them there ends on the electrons themselves. Adding electrons therefore strengthens the field, narrows the layer and raises the energy of motion normal to the surface. In a lightly doped substrate almost no other charge takes part. The question is how the subband energies then depend on the sheet density, and how much of that dependence can be found without solving the equations anew for each device.

The model is the Hartree approximation: each electron moves in the average electrostatic potential of all the electrons. The semiconductor fills z > 0 and the wall at z = 0 is impenetrable. The permittivity is ε_s, the sheet density is N, and m is the effective mass for motion along z. Motion parallel to the surface separates off and adds a kinetic energy that does not depend on z. All electrons are in the lowest subband, with real normalized envelope function ψ₀. The depletion charge is zero.

Let V(z) be the potential energy of an electron, with V(0) = 0. All subband energies below are measured from this zero, the band edge at the wall. If φ is the electrostatic potential, V = −eφ. The charge density is −eNψ₀², so Poisson's equation φ'' = −(charge density)/ε_s gives φ'' = eNψ₀²/ε_s. The equations to be solved are

−(ħ²/2m) ψ_i'' + V ψ_i = E_i ψ_i,  ψ_i(0) = 0, (1)

V'' = −(e²N/ε_s) ψ₀². (2)

Level i = 0 supplies the charge. Any higher levels are eigenvalues of the same potential and are empty.

With no charge deeper in the semiconductor, the field vanishes beyond the layer: V'(∞) = 0. Integrating (2) from z to infinity gives

V'(z) = (e²N/ε_s) ∫_z^∞ ψ₀²(z') dz'. (3)

At the wall the integral is one, so V'(0) = e²N/ε_s, which is Gauss's law for the whole sheet. Integrate (3) once more, from 0 to z. A charge at depth z' contributes to the slope at every depth y below z', so y runs from 0 to the smaller of z and z':

V(z) = (e²N/ε_s) ∫₀^∞ min(z,z') ψ₀²(z') dz'. (4)

For z beyond the whole layer, min(z,z') = z', and

V(∞) = (e²N/ε_s) ⟨z⟩. (5)

The potential rises from zero and levels off at a finite height. This sets the layer apart from the triangular well of a strong depletion field, and it limits the number of levels.

1.2 Removing the parameters

Choose a length L and an energy E_u, both still free, and write

z = Lx,  V = E_u v(x),  E_i = E_u λ_i,  ψ_i(z) = L^(−1/2) u_i(x). (6)

The factor L^(−1/2) keeps the normalization: ∫ψ_i² dz = ∫u_i² dx = 1. Two derivatives with respect to z bring a factor 1/L². Divided by E_u, equation (1) becomes

−[ħ²/(2mL²E_u)] u_i'' + v u_i = λ_i u_i. (7)

In (2) the left side is E_u v''/L² and the right side is −(e²N/ε_s)u₀²/L, so

v'' = −[e²NL/(ε_s E_u)] u₀². (8)

The two free units can make both brackets equal to one:

E_u = ħ²/(2mL²) = e²NL/ε_s. (9)

The second equality fixes the length, and the first then gives the energy:

L³ = ħ²ε_s/(2me²N), (10)

E_u = (ħ²/2m) [2me²N/(ħ²ε_s)]^(2/3) = (ħ²/2m)^(1/3) (e²N/ε_s)^(2/3). (11)

The slope at the wall becomes v'(0) = V'(0)L/E_u = (e²N/ε_s)L/E_u = 1. What remains is

−u_i'' + v u_i = λ_i u_i,  v'' = −u₀², (12)

u_i(0) = 0,  v(0) = 0,  v'(0) = 1,  v'(∞) = 0. (13)

No mass, permittivity or density is left. Each λ_i is a pure number, so

E_i = λ_i (ħ²/2m)^(1/3) (e²N/ε_s)^(2/3) ∝ N^(2/3) (14)

for every bound level, at fixed m and ε_s. Lengths vary as N^(−1/3).

The physical content is a balance. Confinement to a length L costs about ħ²/(mL²), and the potential across the layer is about e²NL/ε_s. Equating them gives L ∝ N^(−1/3), and either energy then varies as N^(2/3). If L did not respond to the density, the potential would vary as N. The contraction of the layer lowers the exponent.

The conditions (13) also contain the normalization. Integrating v'' = −u₀² over all x gives v'(∞) − v'(0) = −∫u₀² dx, and the left side is −1. A boundary-value solver therefore needs no separate normalization condition.

1.3 A first integral and the force on the wall

For the occupied level, write u for u₀ and consider

J = u'² + (λ₀ − v)u² − v'²/2. (15)

Its derivative is

J' = 2u'u'' + 2(λ₀ − v)uu' − v'u² − v'v''.

From (12), u'' = (v − λ₀)u, so the first two terms cancel. Also v'' = −u², so −v'v'' = +v'u² cancels the third. Hence J is constant. At infinity u, u' and v' all vanish, so J = 0. At the wall u = 0 and v' = 1, which leaves

u'(0)² = 1/2. (16)

To see the meaning, restore units with ψ₀'(0)² = u'(0)²/L³ and multiply by Nħ²/2m. Equation (10) gives ħ²/(2mL³) = e²N/ε_s, so

N(ħ²/2m) ψ₀'(0)² = e²N²/(2ε_s).

The left side is the pressure of the confined electrons on the wall. The right side is the electrostatic pressure that pulls the sheet towards the gate. The identity gives the wall slope without a numerical solution, and it will give the effect of a slightly penetrable oxide in Part 2.

1.4 The energy functional and uniqueness

Let n = u² be a trial density with u ≥ 0, u(0) = 0 and ∫n dx = 1. Define

W[n] = ∫u'² dx + ½∬ min(x,x') n(x)n(x') dx dx'. (17)

The second term is the field energy. Let

Q(x) = ∫_x^∞ n(x') dx'. (18)

Then Q(x)² is the double integral of n(x')n(x'') over x' > x and x'' > x. Integrating over x, each pair counts for a length min(x',x''). Therefore

∬ min(x,x') n n' dx dx' = ∫₀^∞ Q² dx. (19)

Since v' = Q for the self-consistent state, half of this is the field energy in the semiconductor per electron, in units of E_u. The energy of the field in the oxide does not depend on the shape of the layer and is left out.

Vary u with the normalization held by a multiplier λ. The kinetic term gives −2∫u''δu dx after an integration by parts. The field term gives 2∫v u δu dx, with v(x) = ∫min(x,x')n(x')dx'. The constraint gives 2λ∫u δu dx. Stationarity is therefore −u'' + vu = λu, which is (12) for the occupied level.

There is only one such ground state. Take two densities n₁ = u₁² and n₂ = u₂² and mix them: u² = (1−s)u₁² + s u₂² with 0 < s < 1. Differentiation gives uu' = (1−s)u₁u₁' + s u₂u₂'. By the Cauchy–Schwarz inequality,

(uu')² ≤ [(1−s)u₁² + s u₂²] [(1−s)u₁'² + s u₂'²].

The first bracket is u². Dividing by it shows that the kinetic energy of the mixture does not exceed the weighted mean of the two kinetic energies. In the field term Q is linear in n, and ∫Q² is strictly convex because different densities have different Q. So W is strictly convex in n.

Now let n₀ = u₀² come from a bound solution without nodes, and let n₁ be any other admissible density of finite energy. For a small step from n₀ towards n₁, δu is proportional to (n₁ − n₀)/(2u₀). The first-order change of W is then proportional to

∫(−u₀''/u₀ + v)(n₁ − n₀) dx = λ₀ ∫(n₁ − n₀) dx = 0. (20)

The boundary term of the integration by parts is proportional to (u₀'/u₀)(n₁ − n₀). It vanishes at the wall, where n₁ − n₀ falls off faster than u₀ does. It vanishes at infinity because u₀'/u₀ tends to a constant for a bound state. A strictly convex functional lies above its tangent, so W[n₁] > W[n₀]. Two different ground-state solutions would each have to lie below the other, which is impossible. An iteration that converges to a bound state without nodes has therefore found the ground state of (12), whatever its starting point.

1.5 Energy relations

Stretch the ground state: u_s(x) = s^(1/2) u(sx). The kinetic term t = ∫u'² dx becomes s²t. The field term becomes 1/s times its old value, because min(x,x') is a length. At s = 1 the field term is ⟨v⟩/2, so

W(s) = s²t + ⟨v⟩/(2s).

W is stationary at s = 1. Hence 2t − ⟨v⟩/2 = 0, or

⟨v⟩ = 4t. (21)

Multiplying (12) by u and integrating gives λ₀ = t + ⟨v⟩. Thus

λ₀ = 5t,  W₀ = t + ⟨v⟩/2 = 3t = (3/5)λ₀. (22)

The total energy per electron is three fifths of the subband energy, because λ₀ counts the interaction of each pair twice. This agrees with thermodynamics. The energy per area is N E_u W₀, which varies as N^(5/3), and its derivative with respect to N is (5/3)E_uW₀ = E_uλ₀ = E₀. The kinetic energy of motion parallel to the surface is separate from this account.

1.6 A trial function and the numerical solution

A simple trial function vanishes at the wall and decays exponentially:

u = (b³/2)^(1/2) x e^(−bx/2). (23)

It is normalized because ∫x²e^(−bx)dx = 2/b³. Its derivative is (b³/2)^(1/2)(1 − bx/2)e^(−bx/2), so

t = (b³/2) ∫(1 − bx + b²x²/4)e^(−bx) dx = (b³/2)[1/b − 1/b + 1/(2b)] = b²/4.

With y = bx, equation (18) gives Q = e^(−y)(1 + y + y²/2). Its square is e^(−2y)(1 + 2y + 2y² + y³ + y⁴/4). Using ∫y^k e^(−2y)dy = k!/2^(k+1),

∫Q² dx = (1/b)(1/2 + 1/2 + 1/2 + 3/8 + 3/16) = 33/(16b).

The energy is W = b²/4 + 33/(32b). Setting its derivative b/2 − 33/(32b²) to zero gives

b³ = 33/16,  b = 1.273,  W = 3b²/4 = 1.215. (24)

Since W₀ is the minimum and λ₀ = 5W₀/3, this gives the upper bound λ₀ ≤ 2.025.

For the accurate solution, (12) and (13) were treated as a boundary-value problem in u, u', v and v' with λ₀ as an unknown. It was solved by collocation on 0 ≤ x ≤ 25, with u and v' set to zero at the far end and the trial function as the starting guess. The results are

λ₀ = 1.9953,  v(∞) = ⟨x⟩ = 2.2543,
t = 0.3991,  ⟨v⟩ = 1.5963,  W₀ = 1.1972,
Δ = v(∞) − λ₀ = 0.2590. (25)

Here Δ is the binding energy below the flat part of the potential.

The trial function overestimates λ₀ by 1.5 percent of the accurate value. It is less reliable for other quantities. It gives ⟨x⟩ = 3/b = 2.357, which is 4.5 percent high. Its binding, 2.3568 − 2.0254 = 0.3314, is 28 percent too large, because a small difference of larger numbers magnifies their errors. Its wall slope gives u'(0)² = b³/2 = 1.03, about twice the value in (16). It suits estimates of E₀, but not of binding or oxide penetration.


PART 2. LEVELS, LIMITS OF VALIDITY AND A SILICON EXAMPLE

2.1 Symbols and results taken from Part 1

The layer has sheet density N, normal mass m and permittivity ε_s. Depth is z = Lx, potential energy is V = E_u v and level energies are E_i = E_u λ_i, measured from the band edge at the wall. The units are

L³ = ħ²ε_s/(2me²N),  E_u = ħ²/(2mL²) = e²NL/ε_s ∝ N^(2/3).

The scaled equations are −u'' + vu = λu and v'' = −u₀², with u(0) = v(0) = 0, v'(0) = 1 and v'(∞) = 0. The ground state has λ₀ = 1.9953, v(∞) = ⟨x⟩ = 2.2543, binding Δ = v(∞) − λ₀ = 0.2590 and u₀'(0)² = 1/2. The total energy per electron is W₀E_u with W₀ = 3λ₀/5.

2.2 How many levels there are

The scaling law covers every bound level, but a potential that saturates may hold few of them. To count them, let w(x,λ) solve −w'' + vw = λw with w(0) = 0 and w'(0) = 1, for any λ. Denote the derivative with respect to λ by w_λ. It obeys −w_λ'' + vw_λ = λw_λ + w. Then

(w'w_λ − w w_λ')' = w''w_λ − w w_λ'' = (v−λ)w w_λ − w[(v−λ)w_λ − w] = w².

Integrate from the wall, where w = w_λ = 0, to a node X of w. There w = 0, so w'(X)w_λ(X) = ∫₀^X w² dx. The node moves with λ as

dX/dλ = −w_λ(X)/w'(X) = −∫₀^X w² dx / w'(X)² < 0. (26)

As the energy rises, nodes move towards the wall. Below the lowest level there are none. Each new node enters from infinity when w is a decaying solution, which is when λ passes a level. The number of nodes at λ = v(∞) is therefore the number of bound levels.

A second set of valleys may have another normal mass m'. Its levels obey −(m/m')u'' + vu = λu in the same v(x). They too scale as N^(2/3), with λ depending on m'/m alone. At the threshold energy,

w'' = (m'/m)[v(x) − v(∞)] w. (27)

Integrating (27) numerically through the computed v(x) gives one node for m'/m = 1. The first level binds when m'/m exceeds 0.353, and the second when it exceeds 2.018. The occupied ladder thus has one bound level at every density. For this ladder, the law (14) therefore concerns that single level and no infinite series. If both sets share the same band edge, as in unstrained silicon, an unoccupied set must have m' < m, since a heavier mass would give a lower level in the same potential and would take the electrons. A set whose edge lies higher, through strain or as a separate conduction minimum, can be heavier and still empty. Such a set adds one level if m'/m > 0.353 and none otherwise.

2.3 Direct solution at several densities

In the Hartree model without depletion charge, every bound level varies as N^(2/3) at fixed mass and permittivity, and the occupied ladder has only one such level. It remains to check this scaling by direct solution, to find the density limit for one occupied subband, and to work through a silicon example together with the effects the model leaves out.
